\section*{Why a linear E-e Jahn-Teller defect has a doublet ground level}

\section{The wrong ladder}

Suppose a defect has two degenerate electronic states, coupled to a degenerate pair of vibrations. If the coupling is linear in the displacements, as in the model below, it digs a circular trough into the lower potential sheet, and the defect can move around it. If that motion is treated as an ordinary rotor with a single-valued nuclear wavefunction, its angular number is $0,\pm1,\pm2,\dots$ The ground level is then a singlet. For the vanadium example below, keeping the lower-sheet Hamiltonian derived later and changing only this boundary condition puts the first excited level at 6.7 meV. Diagonalizing the full two-state problem gives instead a doublet, with the next level at 11.4 meV. The missing ingredient is the sign that the electronic state acquires around the conical intersection.

\section{The model and the sign}

Energies are in units of $\hbar\omega$ and lengths in units of $\sqrt{\hbar/M\omega}$, where $\omega$ and $M$ are the frequency and mass of the mode. With $x=\rho\cos\varphi$, $y=\rho\sin\varphi$ and $k\ge0$,
\begin{equation}
H=-\tfrac12\nabla^2+\tfrac12\rho^2+k(x\sigma_z+y\sigma_x).
\label{H}
\end{equation}
The Pauli matrices act on two real electronic orbitals. Spin is left out until the example.

The matrix $\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x$ squares to one, so its eigenvalues are $\pm1$ and the sheets are $\tfrac12\rho^2\pm k\rho$. They touch at $\rho=0$. The lower one has its minimum at $\rho=k$, at energy $-k^2/2$, so the Jahn-Teller energy is $E_{\rm JT}=k^2\hbar\omega/2$. The lower electronic vector is
\begin{equation}
u(\varphi)=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.
\end{equation}
To verify this, apply the matrix to $u$. The first component is $-\cos\varphi\sin(\varphi/2)+\sin\varphi\cos(\varphi/2)=\sin(\varphi/2)$, and the second is $-\sin\varphi\sin(\varphi/2)-\cos\varphi\cos(\varphi/2)=-\cos(\varphi/2)$. The result is $-u$.

The half angle gives $u(\varphi+2\pi)=-u(\varphi)$, which is a geometric phase of $\pi$. On a loop that does not enclose the intersection, $\varphi$ returns to its initial value without winding, and $u$ returns unchanged. Overlap products of numerically computed eigenvectors give $-1$ and $+1$ for the two kinds of loop.

\section{Motion on the lower sheet}

In the adiabatic approximation $\Psi=u(\varphi)\chi(\rho,\varphi)$. The complete state must be single-valued, so $\chi$ must compensate the sign of $u$:
\begin{equation}
\chi(\rho,\varphi+2\pi)=-\chi(\rho,\varphi),\qquad
\chi=R(\rho)e^{ij\varphi},\quad j=\pm\tfrac12,\pm\tfrac32,\dots
\end{equation}
One may prefer the single-valued vector $e^{i\varphi/2}u$. The nuclear factor is then $\tilde\chi=e^{-i\varphi/2}\chi$, which is periodic, but $-i\partial_\varphi\chi=e^{i\varphi/2}(-i\partial_\varphi+\tfrac12)\tilde\chi$. The half has moved from the boundary condition into a vector potential, and the spectrum is the same.

To find the energies, project the kinetic term on $u$. Since $u\cdot u'=0$ and $u\cdot u''=-\tfrac14$,
\begin{equation}
u\cdot\partial_\varphi^2(u\chi)=\chi''+2(u\cdot u')\chi'+(u\cdot u'')\chi
=-(j^2+\tfrac14)\chi ,
\end{equation}
where primes denote $\partial_\varphi$. The centrifugal energy is therefore $(j^2+\tfrac14)/(2\rho^2)$. Setting $R=f/\sqrt\rho$ removes the first radial derivative and adds $-1/(8\rho^2)$, which cancels the term from $\tfrac14$:
\begin{equation}
-\tfrac12 f''+\Big[\frac{j^2}{2\rho^2}+\tfrac12(\rho-k)^2-\tfrac12k^2\Big]f=Ef .
\end{equation}
For large $k$ the state sits near $\rho=k$. Write $\rho=k+s$ and use the oscillator averages $\langle s\rangle=0$ and $\langle s^2\rangle=\tfrac12$:
\begin{equation}
\Big\langle\frac1{\rho^2}\Big\rangle\simeq\frac1{k^2}\Big(1+\frac{3\langle s^2\rangle}{k^2}\Big)
=\frac1{k^2}\Big(1+\frac{3}{2k^2}\Big).
\end{equation}
The first interval is this average times $\tfrac12(\tfrac94-\tfrac14)=1$. To leading order,
\begin{equation}
E_{3/2}-E_{1/2}\simeq\frac{\hbar\omega}{k^2}=\frac{(\hbar\omega)^2}{2E_{\rm JT}} .
\label{interval}
\end{equation}
Full two-component calculations give $k^2$ times the interval as 1.0423 at $k=6$ and 1.0237 at $k=8$. The factor $1+3/(2k^2)$ gives 1.0417 and 1.0234.

\section{The half-integer without the adiabatic approximation}

Unless the coupling is strong, the nuclei also reach the intersection, where the sheets touch, so an argument confined to one sheet is incomplete. Define
\begin{equation}
J=L+\tfrac12\sigma_y,\qquad L=-i\partial_\varphi .
\end{equation}
The terms $\nabla^2$ and $\rho^2$ commute with $J$. For the coupling, $[L,x]=iy$ and $[L,y]=-ix$, while $[\tfrac12\sigma_y,\sigma_z]=i\sigma_x$ and $[\tfrac12\sigma_y,\sigma_x]=-i\sigma_z$. Hence
\begin{align}
[L,x\sigma_z+y\sigma_x]&=i(y\sigma_z-x\sigma_x),\\
[\tfrac12\sigma_y,x\sigma_z+y\sigma_x]&=i(x\sigma_x-y\sigma_z).
\end{align}
The sum vanishes, so $[H,J]=0$ for every $k$. The two-component wavefunction is single-valued, so $L$ has integer eigenvalues. Adding $\pm\tfrac12$ makes $j$ half-odd.

This $j$ is the one found on the lower sheet. Direct differentiation gives $-iu'+\tfrac12\sigma_yu=0$, and therefore $J(u\chi)=u(-i\partial_\varphi\chi)$. The identity $e^{2\pi iJ}=-1$ is thus the full-problem form of the electronic sign change.

Complex conjugation leaves the real operator $H$ unchanged and reverses both $L$ and $\sigma_y$. It turns a state with $j$ into one with $-j$ at the same energy. Because $j=0$ is absent, the two states are different and every level is at least twofold. This is not Kramers degeneracy: conjugation squares to $+1$, and it would allow a singlet if $j=0$ existed.

\section{Why the ground level is the pair $j=\pm1/2$}

Half-odd $j$ does not yet say which pair is lowest, or that only one pair is. Use the eigenvectors $e_\pm=(1,\pm i)/\sqrt2$ of $\sigma_y$. They obey $\sigma_ze_\pm=e_\mp$ and $\sigma_xe_\pm=\pm ie_\mp$, so the coupling takes $e_\pm$ to $k\rho\,e^{\pm i\varphi}e_\mp$. A state of given $j$ is
\begin{equation}
\Psi_j=a(\rho)e^{i(j-1/2)\varphi}e_++b(\rho)e^{i(j+1/2)\varphi}e_- ,
\end{equation}
and its radial Hamiltonian is
\begin{equation}
H_j=\begin{pmatrix}h_{j-1/2}&k\rho\\k\rho&h_{j+1/2}\end{pmatrix},\quad
h_l=-\frac12\Big(\frac{d^2}{d\rho^2}+\frac1\rho\frac{d}{d\rho}\Big)+\frac{l^2}{2\rho^2}+\frac{\rho^2}{2}.
\end{equation}

\textbf{Ordering.} Take $j>0$. Since $(j+\tfrac12)^2-(j-\tfrac12)^2=2j$ and $(j+\tfrac32)^2-(j+\tfrac12)^2=2j+2$,
\begin{equation}
H_{j+1}-H_j=\frac1{\rho^2}\begin{pmatrix}j&0\\0&j+1\end{pmatrix}>0 .
\end{equation}
Use the lowest state of sector $j+1$ as a trial state in sector $j$. It is admissible, because both its components vanish at the origin and its average of $1/\rho^2$ is finite. Its energy under $H_j$ is strictly below the minimum of sector $j+1$. By the variational principle the minimum of sector $j$ is no higher than that. The lowest energy therefore rises with $|j|$, and the ground level belongs to $|j|=\tfrac12$.

\textbf{Uniqueness.} At $k=0$ the two components separate, with lowest energies 1 for $l=0$ and 2 for $l=1$, so the lowest state of $j=\tfrac12$ is unique. For $k>0$ take a real lowest state $(a,b)$ and replace it by $(|a|,-|b|)$. The kinetic and potential energies do not rise, and the coupling energy, proportional to $\int ab\,\rho^2d\rho$, does not rise either. The new pair is therefore also a lowest state.

Suppose $|a|$ vanished at some $\rho>0$. As a minimum it would have zero slope there, and the radial equation would give $|a|''=-2k\rho|b|\le0$. A minimum needs $|a|''\ge0$, so $|b|$ would vanish too, again with zero slope. All initial data would then be zero and so would the whole solution. The same reasoning applies with $a$ and $b$ exchanged. Hence $a$ and $b$ have no zeros at $\rho>0$, and minimum energy requires their signs to be opposite. Two such states cannot be orthogonal, so there is only one. Together with its conjugate at $j=-\tfrac12$, it makes the ground level exactly twofold for every $k$.

\section{What the phase explains, and what it does not}

At $k=0$ the ground doublet is simply the electronic doublet. The phase explains why the degeneracy survives when strong coupling leaves one sheet occupied. A ring of fixed radius separates the two causes. Let the electronic matrix wind $n$ times:
\begin{equation}
H_n=-B\,\partial_\varphi^2+V(\cos n\varphi\,\sigma_z+\sin n\varphi\,\sigma_x).
\end{equation}
The conserved number is now that of $L+n\sigma_y/2$, and the components carry $l=j\mp n/2$. The lower root of the resulting two-by-two matrix is
\begin{equation}
E_n(j)=B\Big(j^2+\frac{n^2}4\Big)-\sqrt{V^2+B^2n^2j^2}.
\end{equation}
With $B$ and $V$ fixed at the example's 5 and 160 meV, the ground degeneracy is 1, 2 and 1 for $n=0,1,2$. Winding once gives the sign $-1$ and a doublet; winding twice gives $+1$ and a singlet.

For $n=2$ compare $E_2(0)=B-V$ with $E_2(\pm1)=2B-\sqrt{V^2+4B^2}$. They are equal when $V+B=\sqrt{V^2+4B^2}$, that is, at $V=3B/2$. Diagonalization gives a doublet at $V/B=1.4$ and a singlet at 1.6. A doublet can thus occur without a sign change when the sheets are close. For $n=2$ the ground level is a singlet only when $V>3B/2$, although the sign is $+1$ at any separation. The sign $-1$ is more robust: with odd $n$, $j$ is half-odd and conjugation keeps every level at least twofold at any separation. For the linear defect, the ordering and uniqueness proofs add that the ground level is exactly one such pair.

\section{A vanadium ion in an oxide}

Consider a V$^{4+}$ ion, with one d electron, on an ideal tetrahedral oxide site. The electron occupies the e orbitals. In the e bending mode only oxygen moves, so $M=16$ u. The values $\hbar\omega=40$ meV and $E_{\rm JT}=80$ meV are chosen for illustration and are not calculated or measured for any host. The real Jahn-Teller energy may differ severalfold, which would change the level spacings below. At 20 meV, for instance, $k$ would be 1 and the nuclear density at the intersection would be 90\% of its maximum: the ground doublet would remain, but the picture of motion around a trough would not. The chosen values give $k=\sqrt{2\times80/40}=2$. The length unit is 0.0081 nm, so the trough radius is $2\times0.0081=0.016$ nm. This is a collective coordinate of the four oxygens; each of them moves half as far, 0.008 nm. At the trough the sheets are separated by $2k^2\hbar\omega=2\times4\times40=320$ meV.

The lowest levels have $|j|=\tfrac12,\tfrac32,\tfrac52$, at 0, 11.4 and 28.2 meV above the ground level. A second $|j|=\tfrac12$ level follows at 43.3 meV, close to one vibrational quantum. The first interval corresponds to 133 K. The lower sheet with the phase gives 11.38 meV, against 11.44 meV from both sheets. Equation (\ref{interval}) gives $40/4=10$ meV, about 13\% below the full result. Including the factor $1+3/(2k^2)$ gives 13.75 meV, which is too high: at $k=2$ the expansion in $1/k^2$ is not yet accurate.

Real sites are strained, and strain breaks the conservation of $J$. A term $e\sigma_z$ exchanges $e_+$ and $e_-$ without changing $l$. It therefore connects the $l=0$ parts of the two ground states, with matrix element $qe$, where $q=\int a^2\rho\,d\rho$ is the $l=0$ weight of the normalized state. Here $q=0.52$, so an assumed strain energy of 1 meV splits the doublet by $2\times0.52\times1=1.04$ meV, about 9\% of the first interval. In a disordered or low-symmetry oxide $e$ may be much larger. Once $2qe$ is comparable with 11 meV, this first-order picture fails.

Quadratic coupling, $\tfrac12g[(x^2-y^2)\sigma_z-2xy\sigma_x]$, changes $j$ by $\pm3$. The states $j=\pm\tfrac12$ are not connected by such steps, and conjugation keeps their energies equal. The states $j=\pm\tfrac32$ are connected and may split. Along $\varphi=0$ and $\varphi=\pi/3$ the lower sheet is $\tfrac12(1\mp g)\rho^2-k\rho$, with minima $-k^2/[2(1\mp g)]$. The barrier around the trough is their difference, $gk^2/(1-g^2)$. For an assumed $g=0.02$ it is $0.02\times4\times40=3.2$ meV. The $|j|=\tfrac32$ level then splits by 2.4 meV, and the ground doublet stays intact. The ordering proof does not cover $g\neq0$, so strong quadratic coupling needs its own calculation.

Spin doubles every level, making the ground level fourfold. Spin-orbit coupling has no matrix elements within the e orbitals. With an assumed constant of 30 meV and a crystal-field gap of 1 eV, mixing with the higher d orbitals at the undistorted site lowers all four spin-orbital states together by 1.4 meV. The dependence of this mixing on distortion is neglected, as are other modes and the phonon continuum.

Temperature does not remove the degeneracy, but it spreads the population over higher levels. At 10 K practically all the population is in the ground level; at 300 K, where the thermal energy is 26 meV, 37.5\% is. For weak quadratic coupling, the ground doublet is nearly the only level populated when the temperature is well below 133 K, and it stays a close pair, set apart from the other levels, while the strain splitting is well below the first interval. Stronger quadratic coupling pulls a singlet down toward the doublet: at $k=2$ it lies 10.3 meV above the ground level for $g=0.02$, 6.3 meV for $g=0.1$ and about 1 meV for $g=0.3$, and the temperature and strain limits shrink with it. The numerical output lists the main computed values.

\section*{Calculated quantities}
\begin{verbatim}
Input vibrational quantum: 40.0 meV
Input Jahn-Teller energy: 80.0 meV
Input moving mass (oxygen): 16.0 u
Linear coupling k: 2.000 (dimensionless)
Length unit: 0.00808 nm
Trough radius: 0.01616 nm
Sheet gap at trough: 320.0 meV
Loop sign, intersection inside: -1
Loop sign, intersection outside: +1
Loop sign, winding 2: +1
Largest element of [H,J]: 1.7e-13 hbar*omega
Level 1: |j| = 0.5, E = -57.830 meV, E-E0 = 0.000 meV
Level 2: |j| = 1.5, E = -46.386 meV, E-E0 = 11.443 meV
Level 3: |j| = 2.5, E = -29.636 meV, E-E0 = 28.194 meV
Level 4: |j| = 0.5, E = -14.577 meV, E-E0 = 43.252 meV
Level 5: |j| = 3.5, E = -9.732 meV, E-E0 = 48.098 meV
Ground energy, full basis: -1.44574 hbar*omega
Ground energy, radial grid: -1.44575 hbar*omega
First interval, full: 11.443 meV
First interval, sheet with phase: 11.384 meV
First interval, sheet no phase: 6.706 meV
First interval, leading formula: 10.000 meV
First interval as temperature: 132.8 K
k^2 * interval at k=6: 1.0423 hbar*omega
k^2 * interval at k=8: 1.0237 hbar*omega
Ring winding 0: ground degeneracy 1, next level 5.000 meV
Ring winding 1: ground degeneracy 2, next level 9.844 meV
Ring winding 2: ground degeneracy 1, next level 4.688 meV
Winding 2, V/B=1.4: ground degeneracy 2
Winding 2, V/B=1.6: ground degeneracy 1
Input quadratic coupling g: 0.020 (dimensionless)
Warping barrier: 3.201 meV
Ground splitting by g: 8.9e-14 meV
|j|=3/2 splitting by g: 2.389 meV
Input strain energy: 1.00 meV
Strain reduction factor q: 0.5198 (dimensionless)
Weight of l=0 component: 0.5198 (dimensionless)
Ground splitting by strain: 1.037 meV
Input spin-orbit constant: 30.0 meV
Input crystal-field gap: 1000 meV
Common spin-orbit shift: -1.369 meV
Spin-orbit splitting of quartet: 3.5e-13 meV
Thermal energy at 10 K: 0.862 meV
Ground-level population at 10 K: 1.0000
Thermal energy at 300 K: 25.852 meV
Ground-level population at 300 K: 0.3750
\end{verbatim}
